# Direct RPA error of minus K/2 in dissociating minimal-basis H2+: a numerical check

The molecular numbers use the small basis STO-6G, so they illustrate the point and are not converged values.

```python
"""Direct RPA for H2+ in a minimal basis (atomic units).

Result under test: for one electron in the symmetric orbital g,
  E_c = [sqrt(D*(D+2K)) - D - K]/2  ->  -K/2  ->  -U/4  at dissociation,
whereas the exact correlation energy and that of H + proton are zero.
D: gap between u and g; K=(gu|gu); U=(aa|aa); V=(aa|bb); X=(ab|ab);
S: overlap of the atomic functions a and b; R: proton distance.
HF: Hartree-Fock gap. KS: exact Kohn-Sham gap, from the bare Hamiltonian.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from pyscf import gto

HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# The tabulated hydrogen set represents Slater exponent 1.24; rescale to 1.
tabulated = gto.basis.load("sto-6g", "H")
BASIS = [[shell[0]] + [[p[0] / 1.24**2, p[1]] for p in shell[1:]]
         for shell in tabulated]


def integrals(atoms, charge):
    mol = gto.M(atom=atoms, unit="Bohr", basis={"H": BASIS},
                charge=charge, spin=1, verbose=0)
    h = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    return mol.intor("int1e_ovlp"), h, mol.intor("int2e")


def coulomb(eri, p, q, r, s):
    return np.einsum("ijkl,i,j,k,l", eri, p, q, r, s)


def fock_matrix(h, eri, occupied):
    density = np.outer(occupied, occupied)
    return (h + np.einsum("ijkl,kl->ij", eri, density)
            - np.einsum("ikjl,kl->ij", eri, density))


def rpa_matrix(gap, k, alpha=1.0):
    """Energy and squared fluctuation factor from diagonalization."""
    a, b = gap + alpha * k, alpha * k
    values, vectors = np.linalg.eig(np.array([[a, b], [-b, -a]]))
    i = np.argmax(values.real)
    x, y = vectors[:, i].real
    return 0.5 * (values[i].real - a), (x + y)**2 / (x*x - y*y)


def rpa_formula(gap, k):
    return 0.5 * (np.sqrt(gap * (gap + 2*k)) - gap - k)


def rpa_quadrature(gap, eri, g, u):
    """Coupling and frequency integrals with a Dyson equation in AO pairs."""
    v = eri.reshape(4, 4)
    pair = np.outer(g, u).ravel()
    ta, wa = np.polynomial.legendre.leggauss(20)
    tf, wf = np.polynomial.legendre.leggauss(64)
    total = 0.0
    for t, w in zip(tf, wf):
        freq = gap * (1 + t) / (1 - t)
        jac = 2 * gap / (1 - t)**2
        chi0 = -2*gap / (gap**2 + freq**2) * np.outer(pair, pair)
        for s, z in zip(ta, wa):
            alpha = 0.5 * (s + 1)
            chi = np.linalg.solve(np.eye(4) - alpha * chi0 @ v, chi0)
            total -= (w * jac * 0.5 * z * np.trace(v @ (chi - chi0))
                      / (2*np.pi))
    return total


def ion(R):
    s, h, eri = integrals([["H", (0, 0, 0)], ["H", (0, 0, R)]], 1)
    S = s[0, 1]
    g = np.array([1.0, 1.0]) / np.sqrt(2 * (1 + S))
    u = np.array([1.0, -1.0]) / np.sqrt(2 * (1 - S))
    fock = fock_matrix(h, eri, g)
    assert abs(g @ fock @ u) < 1e-10
    e_ref = 0.5 * g @ (h + fock) @ g
    # One-electron diagonalization is the exact answer in this basis.
    assert abs(e_ref - eigh(h, s, eigvals_only=True)[0]) < 1e-9
    gap_ks = u @ h @ u - g @ h @ g
    gap_hf = u @ fock @ u - g @ fock @ g
    k = coulomb(eri, g, u, g, u)
    U, V, X = eri[0, 0, 0, 0], eri[0, 0, 1, 1], eri[0, 1, 0, 1]
    assert abs(k - (U - V) / (2 * (1 - S*S))) < 1e-10
    assert abs(gap_hf - gap_ks - (V - X) / (1 - S*S)) < 1e-10
    return dict(R=R, S=S, h=h, eri=eri, g=g, u=u, U=U, V=V, K=k,
                HF=gap_hf, KS=gap_ks, E=e_ref + 1/R)


# Isolated atom: its single spin-up orbital is filled, so no excitation.
_, h_atom, eri_atom = integrals([["H", (0, 0, 0)]], 0)
E_atom = h_atom[0, 0]
U = eri_atom[0, 0, 0, 0]
assert abs(E_atom + 0.5) < 1e-3      # Gaussian representation error
assert abs(U - 5/8) < 1e-3           # Gaussian representation error
print(f"H atom energy, minimal basis: {E_atom:.6f} hartree")
print(f"U = (aa|aa): {U:.6f} hartree")
print(f"Limit of K = U/2: {U/2:.6f} hartree")
print(f"Limit of E_c = -U/4: {-U/4:.6f} hartree = "
      f"{-U/4*HARTREE_EV:.4f} eV")
print(f"Limit of ion RPA total energy: {E_atom-U/4:.6f} hartree")

data = {R: ion(float(R)) for R in (2, 4, 10, 20, 100, 1000, 1000000)}
for reference, distances in (("HF", list(data)), ("KS", [2, 4, 10, 20])):
    print(f"{reference} reference: R in bohr, all energies in hartree")
    print("R | gap | K | E_c | E_total - E(H+proton)")
    for R in distances:
        d = data[R]
        gap, k = d[reference], d["K"]
        assert gap > 0
        energy = rpa_matrix(gap, k)[0]
        assert abs(energy - rpa_formula(gap, k)) < 1e-8
        d["Ec_" + reference] = energy
        relative = d["E"] + energy - E_atom
        print(f"{R} | {gap:.3e} | {k:.6f} | {energy:.6f} | {relative:.6f}")

# Definition of the correlation energy, by double quadrature.
for R, reference in ((2, "HF"), (10, "HF"), (2, "KS")):
    d = data[R]
    value = rpa_quadrature(d[reference], d["eri"], d["g"], d["u"])
    assert abs(value - d["Ec_" + reference]) < 1e-6
    print(f"Quadrature E_c, {reference}, R={R} bohr: {value:.6f} hartree")

# Large-distance laws and the limit itself.
for R in (100, 1000, 1000000):
    law = -U/4 + 0.5*np.sqrt(U/R) - 1/(4*R)
    assert abs(data[R]["Ec_HF"] - law) < 1e-7
assert abs(data[1000000]["Ec_HF"] + U/4) < 1e-3
ks_law = -U/4 + 1/(4*20)
assert abs(data[20]["Ec_KS"] - ks_law) < 1e-3   # residual tunnelling
print(f"KS large-R law at R=20 bohr: {ks_law:.6f} hartree")

# Direct second order is the weak-coupling coefficient; it diverges with R.
weak = 1e-3
for R in (2, 10, 100, 1000):
    d = data[R]
    second = -d["K"]**2 / (4*d["HF"])
    # Keep the expansion parameter alpha*K/gap small at every distance.
    alpha = weak * d["HF"] / d["K"]
    numerical = rpa_matrix(d["HF"], d["K"], alpha)[0] / alpha**2
    assert abs(numerical/second - 1) < 5e-3
    print(f"Direct second order, HF, R={R} bohr: {second:.6f} hartree")

# Coupling derivative and the suppressed left-right charge fluctuation.
for R in (2, 10, 100, 1000, 1000000):
    d = data[R]
    gap, k = d["HF"], d["K"]
    factor = rpa_matrix(gap, k)[1]
    assert abs(factor - gap/np.sqrt(gap*(gap + 2*k))) < 1e-7
    step = 1e-4
    slope = (rpa_matrix(gap, k, 1 + step)[0]
             - rpa_matrix(gap, k, 1 - step)[0]) / (2*step)
    assert abs(slope - 0.5*k*(factor - 1)) < 1e-6
    print(f"RPA fluctuation factor, HF, R={R} bohr: {factor:.6f} (no unit)")
assert data[1000000]["HF"] < 1e-5 and factor < 0.01

# The exact one-electron fluctuation: square the left-right operator.
left_right = np.array([[0.0, 1.0], [1.0, 0.0]])   # in the g,u basis
_, states = np.linalg.eigh(np.diag([0.0, data[10]["KS"]]))
exact_factor = states[:, 0] @ left_right @ left_right @ states[:, 0]
assert abs(exact_factor - 1) < 1e-12
print(f"Exact fluctuation factor: {exact_factor:.6f} (no unit)")

# Localised determinant in the same stretched ion, HF reference.
d = data[20]
left = (d["g"] + d["u"]) / np.sqrt(2)
right = (d["g"] - d["u"]) / np.sqrt(2)
fock = fock_matrix(d["h"], d["eri"], left)
assert abs(left @ fock @ right) < 1e-5   # stationary apart from tunnelling
gap_local = right @ fock @ right - left @ fock @ left
k_local = coulomb(d["eri"], left, right, left, right)
ec_local = rpa_matrix(gap_local, k_local)[0]
e_local = left @ d["h"] @ left + 1/20
assert abs(e_local - d["E"]) < 1e-5
assert abs(ec_local) < 1e-6
print(f"Localised, R=20 bohr: gap {gap_local:.6f} hartree")
print(f"Localised, R=20 bohr: K {k_local:.2e} hartree")
print(f"Localised, R=20 bohr: |E_c| {abs(ec_local):.1e} hartree")
print(f"Localised minus symmetric reference energy, R=20 bohr: "
      f"{e_local-d['E']:.2e} hartree")

print("success")
```

Printed output:

```
H atom energy, minimal basis: -0.499827 hartree
U = (aa|aa): 0.624999 hartree
Limit of K = U/2: 0.312499 hartree
Limit of E_c = -U/4: -0.156250 hartree = -4.2518 eV
Limit of ion RPA total energy: -0.656077 hartree
HF reference: R in bohr, all energies in hartree
R | gap | K | E_c | E_total - E(H+proton)
2 | 7.617e-01 | 0.151679 | -0.006341 | -0.060146
4 | 3.326e-01 | 0.195734 | -0.018798 | -0.055687
10 | 1.006e-01 | 0.262500 | -0.056116 | -0.056414
20 | 5.000e-02 | 0.287499 | -0.080361 | -0.080361
100 | 1.000e-02 | 0.307499 | -0.119221 | -0.119221
1000 | 1.000e-03 | 0.311999 | -0.144000 | -0.144000
1000000 | 1.000e-06 | 0.312499 | -0.155855 | -0.155855
KS reference: R in bohr, all energies in hartree
R | gap | K | E_c | E_total - E(H+proton)
2 | 3.931e-01 | 0.151679 | -0.010771 | -0.064576
4 | 9.203e-02 | 0.195734 | -0.038410 | -0.075299
10 | 5.976e-04 | 0.262500 | -0.122688 | -0.122986
20 | 3.243e-08 | 0.287499 | -0.143681 | -0.143681
Quadrature E_c, HF, R=2 bohr: -0.006341 hartree
Quadrature E_c, HF, R=10 bohr: -0.056116 hartree
Quadrature E_c, KS, R=2 bohr: -0.010771 hartree
KS large-R law at R=20 bohr: -0.143750 hartree
Direct second order, HF, R=2 bohr: -0.007551 hartree
Direct second order, HF, R=10 bohr: -0.171244 hartree
Direct second order, HF, R=100 bohr: -2.363897 hartree
Direct second order, HF, R=1000 bohr: -24.335907 hartree
RPA fluctuation factor, HF, R=2 bohr: 0.845672 (no unit)
RPA fluctuation factor, HF, R=10 bohr: 0.401000 (no unit)
RPA fluctuation factor, HF, R=100 bohr: 0.126491 (no unit)
RPA fluctuation factor, HF, R=1000 bohr: 0.040000 (no unit)
RPA fluctuation factor, HF, R=1000000 bohr: 0.001265 (no unit)
Exact fluctuation factor: 1.000000 (no unit)
Localised, R=20 bohr: gap 0.050000 hartree
Localised, R=20 bohr: K 6.24e-16 hartree
Localised, R=20 bohr: |E_c| 0.0e+00 hartree
Localised minus symmetric reference energy, R=20 bohr: 1.62e-08 hartree
success
```
